\section*{Nonretarded attraction of a closed-shell atom to a perfect conductor}

\section{Two energies for one atom}

In the nonretarded dipole limit, a beryllium atom 2 nm above an ideal conductor has an attraction energy of $-0.51$ meV when its two valence electrons are correlated, but $-0.73$ meV when the mean square dipole is taken over the Hartree--Fock determinant. The one-electron size of the atom hardly explains this: $\sum_i\langle r_i^2\rangle$ falls only from 17.3 to 16.3 bohr$^2$. The explanation is that the energy depends on the mean square of the total dipole, in which the electrons enter jointly.

Let the conductor fill the half-space below a plane, with the nucleus at height $z$ above it. Electron positions $\mathbf r_i$ are measured from the nucleus, and
\begin{equation}
\mathbf D=\sum_i\mathbf r_i,\qquad \mathbf d=-e\mathbf D .
\end{equation}
For a neutral atom with a spherical closed-shell ground state, the result is
\begin{equation}
U(z)=-\frac{\langle \mathbf d^2\rangle}{48\pi\varepsilon_0z^3},
\qquad
U(z)=-\frac{\langle \mathbf D^2\rangle}{12z^3}\quad\text{(atomic units)}.
\label{eq:main}
\end{equation}
It holds to leading order in atomic size over $z$, without overlap with the surface, for $z\ll c/\omega$ at the important transition frequencies $\omega$, and for a conductor that responds faster than the atom.

\section{Image energy and its expansion}

Charge $q_i$ lies at $\mathbf r_i=(x_i,y_i,z_i)$ from the nucleus. The conductor's potential equals that of charges $-q_j$ at the mirror points. The vector from image $j$ to charge $i$ is
\begin{equation}
\mathbf s_{ij}=(x_i-x_j,\;y_i-y_j,\;L+z_i+z_j),\qquad L=2z .
\end{equation}
If all charges are built up together as $\lambda q_i$, the images also grow as $\lambda$. The work contains $\int_0^1\lambda\,d\lambda=1/2$, so
\begin{equation}
W=-\frac{1}{8\pi\varepsilon_0}\sum_{ij}\frac{q_iq_j}{|\mathbf s_{ij}|}.
\label{eq:image}
\end{equation}
The terms $i=j$ are included: each charge is attracted by its own image.

Write $\zeta=z_i+z_j$ and $\rho^2=(x_i-x_j)^2+(y_i-y_j)^2$. To second order in the atomic coordinates,
\begin{equation}
\frac1{|\mathbf s_{ij}|}=\frac1L-\frac{\zeta}{L^2}
+\frac{2\zeta^2-\rho^2}{2L^3}+\cdots .
\end{equation}
Neutrality, $\sum_iq_i=0$, removes every term that depends on one particle or none. The surviving parts are $\zeta^2\to2z_iz_j$ and $\rho^2\to-2(x_ix_j+y_iy_j)$. Hence
\begin{align}
\sum_{ij}\frac{q_iq_j}{|\mathbf s_{ij}|}
&=\frac1{L^3}\sum_{ij}q_iq_j(x_ix_j+y_iy_j+2z_iz_j)+\cdots\\
&=\frac{d_x^2+d_y^2+2d_z^2}{8z^3}+\cdots ,
\end{align}
and
\begin{equation}
W=-\frac{d_x^2+d_y^2+2d_z^2}{64\pi\varepsilon_0z^3}+\cdots .
\label{eq:dipole}
\end{equation}
The nucleus contributes no dipole because it is at the origin.

\section{Why the dipole may be used as an operator}

The atom has no mean dipole. Equation~(\ref{eq:dipole}) can act on its fluctuations if the surface charge follows them. One surface oscillator $X$ of frequency $\omega_s$ shows the condition. In mass-weighted coordinates, let
\begin{equation}
H=H_{\rm atom}+\tfrac12(P^2+\omega_s^2X^2)+gDX,
\end{equation}
where $D$ is one dipole component. At fixed $D$ the minimum is at $X=-gD/\omega_s^2$, and the energy gained is $-g^2D^2/(2\omega_s^2)$. This is the image energy of the mode.

In the full quantum problem, the coupling excites the atom to state $n$ and the surface by one quantum. Since $|\langle1|X|0\rangle|^2=\hbar/(2\omega_s)$, second-order perturbation theory gives
\begin{align}
E&=-\sum_n\frac{g^2|D_{n0}|^2\hbar/(2\omega_s)}{\hbar(\omega_n+\omega_s)}\\
&=-\frac{g^2}{2\omega_s^2}\sum_n|D_{n0}|^2
\frac{\omega_s}{\omega_n+\omega_s}.
\label{eq:response}
\end{align}
When $\omega_s\gg\omega_n$ for all contributing states, the last factor tends to one. Completeness then gives $\sum_n|D_{n0}|^2=\langle D^2\rangle$, and the energy is the expectation value of the image energy. What is second order in the atom--surface coupling has become first order in $W$.

\section{The spherical average}

A spherical state has no preferred axis, so
\begin{equation}
\langle d_x^2\rangle=\langle d_y^2\rangle=\langle d_z^2\rangle
=\tfrac13\langle\mathbf d^2\rangle .
\end{equation}
The numerator of (\ref{eq:dipole}) has the mean $(1+1+2)\langle\mathbf d^2\rangle/3$. Therefore
\begin{equation}
U=-\frac{1}{64\pi\varepsilon_0z^3}\,\frac43\langle\mathbf d^2\rangle
=-\frac{\langle\mathbf d^2\rangle}{48\pi\varepsilon_0z^3}.
\end{equation}
With $\langle\mathbf d^2\rangle=e^2a_0^2\langle\mathbf D^2\rangle$, where $\mathbf D$ is now in bohr, and $E_h=e^2/(4\pi\varepsilon_0a_0)$,
\begin{equation}
U=-\frac{\langle\mathbf D^2\rangle}{12}E_h\left(\frac{a_0}{z}\right)^3 ,
\end{equation}
which is the second form in (\ref{eq:main}).

\section{The pair term}

For an implementation the square must be expanded before averaging:
\begin{equation}
\langle\mathbf D^2\rangle=\sum_i\langle r_i^2\rangle
+\sum_{i\ne j}\langle\mathbf r_i\cdot\mathbf r_j\rangle .
\end{equation}
With spin-summed density matrices $\gamma_{pq}$ and $\Gamma_{pqrs}=\langle p^\dagger r^\dagger s q\rangle$ over real orbitals, this is
\begin{equation}
\langle\mathbf D^2\rangle=\sum_{pq}\gamma_{pq}(r^2)_{pq}
+\sum_{pqrs}\Gamma_{pqrs}\,\mathbf r_{pq}\cdot\mathbf r_{rs}.
\end{equation}

For a spherical closed-shell determinant the direct pair term vanishes with the mean dipole. Exchange leaves $-2\sum_{ab}|\mathbf r_{ab}|^2$ over occupied spatial orbitals. In beryllium these are 1s and 2s, both even, while $\mathbf r$ is odd. The exchange term is zero, and the Hartree--Fock value 17.326 bohr$^2$ is a pure sum of $\langle r_i^2\rangle$.

Correlation changes this. A two-configuration model of the valence pair shows the sign:
\begin{equation}
\Psi=c_0\,s(1)s(2)-\frac{c_1}{\sqrt3}\sum_{k=x,y,z}p_k(1)p_k(2).
\end{equation}
The Coulomb matrix element between the two configurations is $\sqrt3K_{sp}$, with exchange integral $K_{sp}>0$. The lower state therefore has amplitudes of opposite sign, so $c_0,c_1>0$ as written. With $\mu=\langle s|x|p_x\rangle$, diagonal terms vanish by parity, and the two cross terms give
\begin{equation}
\langle\mathbf r_1\cdot\mathbf r_2\rangle
=-2c_0\frac{c_1}{\sqrt3}\,3\mu^2=-2\sqrt3\,c_0c_1\mu^2<0 .
\end{equation}
The electrons tend to be on opposite sides of the nucleus, and their dipoles partly cancel.

The beryllium calculation uses a frozen Hartree--Fock 1s$^2$ core and full configuration interaction of the two valence electrons in the other 53 orbitals of a 54-orbital s, p and d basis. It gives
\begin{equation}
\langle\mathbf D^2\rangle=16.346-4.128=12.218\ \text{bohr}^2 .
\end{equation}
Of the total fall of 5.108 bohr$^2$ from Hartree--Fock, 4.128 comes from the pair term and 0.980 from contraction of the one-electron distribution. The pair term also contains a nonpositive exchange contribution between the core and the valence p component.

The coefficient in $U=-C_3/z^3$ is
\begin{equation}
C_3=\frac{12.218}{12}=1.018\ \text{hartree bohr}^3=4.105\ \text{meV nm}^3 .
\end{equation}
At 2 nm, $U=-4.105/8=-0.513$ meV. Hartree--Fock gives $-5.822/8=-0.728$ meV, which is 42\% larger in magnitude relative to the correlated value. This is the expectation value over the determinant. Summing time-dependent Hartree--Fock transition strengths instead includes part of the correlation and gives 13.2 bohr$^2$, or $-0.555$ meV.

The calculation leaves out core correlation, higher angular momenta and relativity. In a smaller s, p basis, correlating all four electrons changes $\langle\mathbf D^2\rangle$ from 12.887 to 12.846 bohr$^2$, or by $-0.3$\%. That basis describes the core poorly, and its frozen-core value lies about 5\% above the 54-orbital one. In an s, p, d basis with tight p and d functions, all-electron CCSD(T) lowers $\langle\mathbf D^2\rangle$ by about 0.7\%, from 12.22 to 12.13 bohr$^2$, or $C_3\approx1.01$. The frozen-core value itself is stable: a denser basis with functions up to h gives 12.228 bohr$^2$ and $C_3=1.019$, a shift of 0.1\%. The later digits of $C_3$ serve to trace the arithmetic and are not a claim of accuracy.

\section{The next multipole}

The average over orientations also gives the higher terms. At fixed $r_i$, $r_j$ and angle $\gamma_{ij}$ between them, average $1/|\mathbf s_{ij}|$ over joint rotations of both vectors. The result is harmonic and regular in each vector separately, so it has the form
\begin{equation}
\left\langle\frac1{|\mathbf s_{ij}|}\right\rangle_{\rm rot}
=\sum_l A_l\frac{r_i^lr_j^l}{L^{2l+1}}P_l(\cos\gamma_{ij}).
\end{equation}
To find $A_l$, set $\mathbf r_i=\mathbf r_j$ with length $r$. Then the lateral separation is zero, $P_l(1)=1$, and
\begin{equation}
\frac12\int_{-1}^{1}\frac{du}{L+2ru}
=\sum_l\frac{(2r)^{2l}}{(2l+1)L^{2l+1}},
\qquad A_l=\frac{4^l}{2l+1}.
\end{equation}
Define, in atomic units, $S_l=\langle\sum_{ij}q_iq_jr_i^lr_j^lP_l(\cos\gamma_{ij})\rangle$. Inserting $L=2z$ and the factor $-1/2$ from (\ref{eq:image}) gives
\begin{equation}
U_l=-\frac12\,\frac{4^l}{2l+1}\,\frac{S_l}{2\cdot4^l z^{2l+1}}
=-\frac{S_l}{4(2l+1)z^{2l+1}} .
\end{equation}
Neutrality removes $l=0$. The term $l=1$ repeats the main result, and $l=2$ gives $-S_2/(20z^5)$. There is no $z^{-4}$ term, because unlike multipoles average to zero.

The hydrogen ground state gives a direct test; it is spherical, which is what the average requires. Its moments are $\langle r^2\rangle=3$ and $\langle r^4\rangle=22.5$. At $z=20$ bohr,
\begin{equation}
-\frac{3}{12\cdot20^3}-\frac{22.5}{20\cdot20^5}
=-3.1602\times10^{-5}\ \text{hartree}.
\end{equation}
Quadrature of the unexpanded image energy, with the electron kept within 18 bohr of the nucleus, gives $-3.1611\times10^{-5}$ hartree. The octupole term, with $\langle r^6\rangle=315$, is $-315/(28\cdot20^7)=-0.0009\times10^{-5}$ hartree and accounts for the difference at this precision.

For beryllium $S_2=236.7$ bohr$^4$. The quadrupole term relative to the dipole term is $3S_2/(5\langle\mathbf D^2\rangle z^2)$, or 0.8\% at 2 nm. The second-order energy of the dipole operator (\ref{eq:dipole}), calculated for the valence electrons, is 0.005\% of the first-order energy. It varies as $z^{-6}$. Both expansions fail as the atom approaches contact, where overlap and bonding also enter.

\section{A metal with finite response}

For a local metal of relative permittivity $\varepsilon$, let the image charge be $-\beta q$ and let the field inside be that of a charge $tq$ at the original position. Continuity of potential requires $1-\beta=t$; continuity of normal displacement requires $1+\beta=\varepsilon t$. Thus
\begin{equation}
\beta=\frac{\varepsilon-1}{\varepsilon+1}.
\end{equation}
With $\varepsilon=1-\omega_p^2/\omega^2$, this becomes $\beta=\omega_s^2/(\omega_s^2-\omega^2)$, where $\omega_s=\omega_p/\sqrt2$. The static image is perfect, and all nonretarded surface modes share one frequency. Equation~(\ref{eq:response}) therefore applies with a common $\omega_s$:
\begin{equation}
\frac{U_{\rm metal}}{U}=
\frac{\sum_n|\mathbf D_{n0}|^2\,\omega_s/(\omega_s+\omega_n)}
{\sum_n|\mathbf D_{n0}|^2}.
\end{equation}

Take $\hbar\omega_p=15$ eV, a rough value for aluminium, so that $\hbar\omega_s=10.61$ eV. The strongest beryllium transition, at 5.33 eV (5.30 eV in a larger basis with f and g functions), carries 87.9\% of $\langle\mathbf D^2\rangle$ and alone would give $10.61/(10.61+5.33)=0.67$. Higher transitions are followed less well. The full factor is 0.619, with core excitations placed at the 1s binding energy, and the nonretarded energy at 2 nm becomes $-0.318$ meV. Retardation for this metal lowers the factor only to 0.614, or $-0.315$ meV, and a Drude damping of 0.6 eV added to it gives $-0.310$ meV.

\section{Retardation and the far limit}

The finite speed of light sets the outer limit. For coupled oscillators with old frequencies $\omega_k$ and new ones $\Omega_k$, the identity
\begin{equation}
\int_0^\infty\ln\frac{\xi^2+\Omega^2}{\xi^2+\omega^2}\,d\xi=\pi(\Omega-\omega)
\end{equation}
turns the zero-point shift $\frac\hbar2\sum_k(\Omega_k-\omega_k)$ into an integral over the logarithm of a ratio of determinants. Eliminating the field oscillators makes that ratio $1-\alpha G$, where $\alpha(i\xi)$ is the atomic polarizability and $G(i\xi)$ the reflected field per unit dipole. To first order in $\alpha G$, summed over three axes,
\begin{equation}
U=-\frac{\hbar}{2\pi}\int_0^\infty\alpha(i\xi)\,{\rm Tr}\,G(i\xi)\,d\xi .
\end{equation}
At this order each atomic transition contributes as an oscillator of the same polarizability:
\begin{equation}
\alpha(i\xi)=\frac{2}{3\hbar}\sum_n
\frac{\omega_n|\mathbf d_{n0}|^2}{\omega_n^2+\xi^2}.
\end{equation}

At imaginary frequency a dipole $\mathbf p$ produces the field $(\nabla\nabla\cdot-\kappa^2)\,\mathbf p\,h/(4\pi\varepsilon_0)$, with $h=e^{-\kappa R}/R$ and $\kappa=\xi/c$. Its axial and lateral coefficients are
\begin{align}
h''-\kappa^2h&=2(1+\kappa R)e^{-\kappa R}/R^3,\\
h'/R-\kappa^2h&=-(1+\kappa R+\kappa^2R^2)e^{-\kappa R}/R^3 .
\end{align}
The image keeps the normal dipole and reverses the two lateral ones. With $R=2z$ and $x=\xi z/c$,
\begin{equation}
{\rm Tr}\,G=\frac{F(x)}{8\pi\varepsilon_0z^3},\qquad
F(x)=e^{-2x}(1+2x+2x^2).
\end{equation}
For $F=1$, each frequency integral is $\pi/2$, and (\ref{eq:main}) returns. This integral is for zero temperature; at temperature $T$ it remains a good approximation for $z\ll\hbar c/(k_BT)$, a length of 7.6 $\mu$m at 300 K. Within that range, for $z\gg c/\omega_n$, $\alpha$ may be replaced by its static value $\alpha_0$. Since $\int_0^\infty F\,dx=3/2$,
\begin{equation}
U\to-\frac{3\hbar c\,\alpha_0}{32\pi^2\varepsilon_0z^4}.
\end{equation}

For the main beryllium line $c/\omega=37$ nm. At 2 nm the full integral lowers the ideal-conductor energy by 6.0\%, with core excitations again placed at the 1s binding energy. The true core strength lies higher, near 6.6 hartree on average against 4.7, and a time-dependent Hartree--Fock core spectrum raises the loss to about 6.25\%. Since $F'=-4x^2e^{-2x}$, integration by parts gives $\int_0^\infty(1-F)x^{-2}dx=\int_0^\infty4xe^{-2x}dx=1$. The fractional loss of one transition at small $\omega z/c$ is then $2\omega z/(\pi c)$, about 3.4\% for the main line. Weighted by that line's 87.9\% share, this gives 3.0 of the 6.0 percentage points. The higher transitions, core excitations included, supply the rest.

\section{Use for a real surface}

The example resembles beryllium atoms from an effusion source approaching clean aluminium. The largest correction found at 2 nm is the finite metal response, which lowers the magnitude by 38\% relative to the nonretarded ideal conductor. The 6\% retardation loss of the ideal conductor does not multiply this factor; for the model metal retardation removes only about 1\% more. The height must also be measured from the effective image plane, not from an arbitrary atomic layer. A rough uncertainty of 0.1 nm matters: reducing the height from 2.0 to 1.9 nm raises $|U|$ by 16.6\%. These estimates use a local, undamped metal and do not describe roughness, oxide or adsorption.

At a rough source temperature of 1200 K, $k_BT=103$ meV, about 200 times the ideal attraction at 2 nm. The long-range force there is a small perturbation for atoms with kinetic energies of that order. Thermal excitation is negligible: the calculated triplet level at 2.73 eV has an equilibrium population of $3\times10^{-11}$ relative to the ground state. Overlap is also negligible. The atom's electron tail at the surface has an estimated density factor of order $10^{-26}$ from the Hartree--Fock orbital energy, or $10^{-27}$ from the correlated ionization energy of 9.3 eV. The metal's own tail reaches further, but for a work function of about 4 eV its factor at the nucleus is still only of order $10^{-18}$.

For implementation, (\ref{eq:main}) with a correlated $\langle\mathbf D^2\rangle$ supplies the ideal-conductor limit. A prediction for a metal also needs the metal's frequency response and image-plane position, and the atom's transition energies and strengths. The numerical output lists the main computed values.

\section*{Computed values}
\begin{verbatim}
TESTS OF THE LAW
Hydrogen test height: 20.0 bohr
Hydrogen unexpanded image energy: -3.161076e-05 hartree
Hydrogen dipole law alone: -3.125000e-05 hartree
Hydrogen dipole plus quadrupole law: -3.160156e-05 hartree
BERYLLIUM ATOM
Orbitals in large basis: 54
Hartree-Fock energy: -14.57254 hartree
Frozen-core CI energy: -14.61840 hartree
Hartree-Fock <D^2>: 17.326 bohr^2
Correlated sum of <r_i^2>: 16.346 bohr^2
Correlated pair part of <D^2>: -4.128 bohr^2
Correlated <D^2>: 12.218 bohr^2
Core contribution 2<r^2>_1s: 0.466 bohr^2
Sum over states plus core: 12.214 bohr^2
Strongest transition energy: 5.33 eV
Its share of <D^2>: 87.9 %
Strength-weighted valence excitation: 6.97 eV
Small basis <D^2>, frozen core: 12.887 bohr^2
Small basis <D^2>, four-electron CI: 12.846 bohr^2
IDEAL CONDUCTOR
C3: 1.0181 hartree bohr^3
C3: 4.105 meV nm^3
C3 from Hartree-Fock: 5.822 meV nm^3
U at 1 nm: -4.1055 meV
U at 2 nm: -0.5132 meV
U at 5 nm: -0.0328 meV
NEGLECTED EFFECTS
Height used: 2.0 nm
Rough bulk plasma energy: 15.0 eV
Surface plasmon energy: 10.61 eV
Finite-response factor: 0.619
U at 2 nm with finite response: -0.3176 meV
Rough image-plane shift: 0.1 nm
Change of |U| if height is reduced by it: 16.6 %
Reduced wavelength c/omega, main line: 37.0 nm
Retardation factor, ideal conductor: 0.9397
Mean square quadrupole S2: 236.7 bohr^4
Quadrupole term / dipole term: 0.814 %
Second-order image energy / first: 0.0054 %
Electron tail factor at surface: 1.5e-26
Rough source temperature: 1200 K
Thermal energy kT: 103.4 meV
Lowest triplet excitation: 2.73 eV
Triplet population relative to ground: 2.9e-11
\end{verbatim}
